\section*{Ce $3d$ peak areas and $4f$ occupations in a model of CeO$_2$, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Comment on the reading of Ce $3d$ peak weights as $4f$ occupations in CeO$_2$}

\section{The argument under review}

The argument concerns one spin-orbit component of the Ce $3d$ photoemission spectrum of CeO$_2$, resolved into three peaks. In order of rising binding energy they are labelled $f^2$, $f^1$ and $f^0$, with area fractions $0.367$, $0.258$ and $0.376$. The reasoning runs as follows. The photoelectron leaves so fast that the valence electrons keep the state they had. That state is a superposition of configurations with $0$, $1$ and $2$ electrons in the $4f$ shell. The core hole attracts $4f$ electrons and gives each configuration its own energy, so each configuration appears as its own peak, with an area equal to its probability in the ground state. The $4f$ count would then be $0.258+2\times0.367\approx0.99$, and cerium would be trivalent.

The first two statements are correct and the third is not. To locate the fault without experimental uncertainty, the three areas quoted above were taken from a model whose ground state is known exactly. Energies are in eV and $\hbar=1$.

\section{The model}

The ion has $N=14$ degenerate $4f$ spin-orbitals, created by $f^\dagger_m$. Each is coupled, with the same $V>0$, to one ligand orbital of the same symmetry, created by $p^\dagger_m$, whose energy is taken as zero. The ligand band has no width, and multiplet and crystal-field splittings are neglected. With $\hat n=\sum_m f^\dagger_m f_m$,
\begin{equation}
H_g=\Delta\,\hat n+\tfrac12U\,\hat n(\hat n-1)+H_{\rm hyb},\qquad
H_{\rm hyb}=V\,(B^\dagger+B),\qquad B^\dagger=\sum_m b^\dagger_m ,
\end{equation}
where $b^\dagger_m=f^\dagger_mp_m$ moves one electron from ligand to $4f$. The core level enters as $H=H_g+\epsilon_c\hat n_c-Q(1-\hat n_c)\hat n$ with $Q>0$. Since $\hat n_c$ is conserved, the valence electrons see $H_g$ when the core is full and
\begin{equation}
H_f=H_g-Q\,\hat n
\end{equation}
when it is empty. The same $V$ acts in both.

\subsection*{Reduction to a ladder}

Let $|0\rangle=\prod_mp^\dagger_m|{\rm vac}\rangle$ be the filled ligand shell, and for a set $S$ of flavours let $|S\rangle=\prod_{m\in S}b^\dagger_m|0\rangle$. Operators $b_m,b^\dagger_m$ of different flavours commute, because each is a product of two fermion operators, and $(b^\dagger_m)^2=0$. Further $b_mb^\dagger_m=p^\dagger_mp_m(1-f^\dagger_mf_m)$, which equals $1$ on $|0\rangle$, and $b_m|0\rangle=0$. The states $|S\rangle$ are therefore orthonormal, with $B^\dagger|S\rangle=\sum_{m\notin S}|S\cup m\rangle$ and $B|S\rangle=\sum_{m\in S}|S\setminus m\rangle$, free of signs. Define the symmetric state $|n)=\binom Nn^{-1/2}\sum_{|S|=n}|S\rangle$. A given set of size $n+1$ is reached from $n+1$ different sets of size $n$, and $\binom N{n+1}/\binom Nn=(N-n)/(n+1)$, so
\begin{equation}
B^\dagger|n)=(n+1)\sqrt{\frac{N-n}{n+1}}\;|n+1)=\sqrt{(n+1)(N-n)}\;|n+1).
\end{equation}
A given set of size $n-1$ is reached by $B$ from $N-n+1$ sets, which gives in the same way $B|n)=\sqrt{n(N-n+1)}\,|n-1)$. The symmetric states thus close under $H_g$ and $H_f$. With the phase choice $|n\rangle=(-1)^n|n)$ the couplings become negative:
\begin{equation}
\langle n|H_g|n\rangle=h_n=n\Delta+\tfrac12Un(n-1),\qquad
\langle n+1|H_g|n\rangle=-t_n,\qquad t_n=V\sqrt{(n+1)(N-n)} .
\end{equation}
The state $|n\rangle$ is the configuration $f^n$ with $n$ ligand holes. The three-configuration model keeps $n\le2$, with $t_0=\sqrt{14}\,V$, $t_1=\sqrt{26}\,V$, and final-state diagonal energies
\begin{equation}
\varepsilon_0=0,\qquad \varepsilon_1=\Delta-Q,\qquad \varepsilon_2=2\Delta+U-2Q .
\end{equation}

One property is used repeatedly: the lowest eigenvector $x$ of a real symmetric matrix whose off-diagonal elements are negative or zero and connect all basis states is nondegenerate, with all components of one sign. Replacing $x_n$ by $|x_n|$ cannot raise the expectation value, so $|x|$ is also a lowest eigenvector. If one component of $|x|$ vanished, its row of the eigenvalue equation would be a sum of negative couplings times $|x_m|$ equal to zero, so all its neighbours would vanish, and by connection all components. Hence no lowest eigenvector has a zero component. Two independent ones could be combined to produce a zero, so there is only one, and $x=\pm|x|$. Applied to the basis $(-1)^{|S|}|S\rangle$, this shows that the lowest state with one electron per flavour is unique and positive, therefore unchanged by permutations of flavours, therefore in the ladder:
\begin{equation}
|g\rangle=\sum_nc_n|n\rangle,\qquad c_n>0,\qquad w_n=c_n^2,\qquad n_f=\sum_n n\,w_n .
\end{equation}
That no state with another distribution over flavours lies lower is assumed. The numerical check tests the ladder energies, occupations and peak weights against diagonalisation in Slater determinants with explicit fermion signs, and for a small degeneracy it includes all distributions over flavours.

\subsection*{What the sudden approximation gives}

The photoelectron is taken not to interact with the system left behind, and its dipole matrix element is taken constant over the spectrum. The transition operator then acts only on the core and the continuum, and the golden rule gives a rate to the valence eigenstate $|j\rangle$ of $H_f$, with energy $E_j$, proportional to $|\langle j|g\rangle|^2$. Energy conservation, $h\nu+E_g+\epsilon_c=E_j+\epsilon_{\rm kin}$, puts the binding energy $h\nu-\epsilon_{\rm kin}$ at $-\epsilon_c+\omega_j$, with
\begin{equation}
\omega_j=E_j-E_g,\qquad I_j=|\langle j|g\rangle|^2,\qquad \sum_jI_j=1 .
\end{equation}
The origin of $\omega$ is the unscreened binding energy $-\epsilon_c$. Equivalently, with a core-hole width $\Gamma$,
\begin{equation}
A(\omega)=\frac1\pi{\rm Re}\int_0^\infty\!dt\,\langle g|e^{-i(H_f-E_g)t}|g\rangle\,e^{i\omega t-\Gamma t}
=\sum_jI_j\,\frac{\Gamma/\pi}{(\omega-\omega_j)^2+\Gamma^2},
\label{eq:time}
\end{equation}
which follows by inserting the states $|j\rangle$, integrating each term to $1/[\Gamma-i(\omega-\omega_j)]$ and taking the real part. The program tests this equality by propagating $|g\rangle$ in time, with $\Gamma=0.7$ eV.

\section{The faulty step}

Equation (\ref{eq:time}) contains what is right in the argument: the state at $t=0$ is $|g\rangle$, and a measurement of $\hat n$ at that moment would return $n$ with probability $w_n$. The spectrometer measures energy, which projects on eigenstates of $H_f$. These are eigenstates of $\hat n$ only if the two operators commute, and since $B^\dagger$ raises $n$ by one and $B$ lowers it, $[\hat n,H_f]=V(B^\dagger-B)\neq0$. Separate peaks emerge in (\ref{eq:time}) only from times longer than the inverse splittings, and over those times the $4f$ number changes.

The peaks are called low, mid and top below, in order of rising $\omega$. Writing $|j\rangle=\sum_na_{jn}|n\rangle$ with real coefficients and squaring the overlap,
\begin{equation}
I_j=\Big(\sum_na_{jn}c_n\Big)^2=\sum_na_{jn}^2\,w_n+\sum_{n\ne m}a_{jn}a_{jm}c_nc_m .
\label{eq:split}
\end{equation}
The first sum, the mixing part, is what an incoherent mixture of configurations with probabilities $w_n$ would give. The second, the interference part, depends on the relative signs of the $c_n$, which the occupations do not contain. Completeness, $\sum_ja_{jn}a_{jm}=\delta_{nm}$, makes the interference parts add to zero over the peaks, so they only move weight. For the low peak all $a_n$ and $c_n$ are positive and the interference is strictly positive. The top state is the lowest state of $-H_f$, whose couplings $+t_n$ turn negative under the phase $(-1)^n$, so its components alternate in sign. Its $0$--$1$ and $1$--$2$ cross terms are negative and its $0$--$2$ term is positive.

\section{Two configurations in closed form}

For $U\to\infty$ the state $|2\rangle$ drops out. The matrix with diagonal $(0,\delta)$ and coupling $-t_0$ has, in the state $(\cos\theta,\sin\theta)$, the energy
\begin{equation}
\delta\sin^2\theta-2t_0\sin\theta\cos\theta=\tfrac12\delta-\tfrac12\delta\cos2\theta-t_0\sin2\theta ,
\end{equation}
which is least when the unit vector $(\cos2\theta,\sin2\theta)$ is parallel to $(\delta/2,t_0)$. Thus $\cot2\theta=\delta/2t_0$ with $0<\theta<\pi/2$. The ground state has $\delta=\Delta$ and angle $\theta_g$, the low final state has $\delta=\Delta-Q$ and angle $\theta_f$, and $\theta_f>\theta_g$ because the cotangent decreases. The overlap of the two unit vectors is $\cos(\theta_f-\theta_g)$, and from $0<\theta_f-\theta_g<\pi/2-\theta_g$,
\begin{equation}
I_{\rm low}=\cos^2(\theta_f-\theta_g)>\cos^2(\tfrac\pi2-\theta_g)=\sin^2\theta_g=w_1,\qquad I_{\rm top}=1-I_{\rm low}<w_0 .
\label{eq:two}
\end{equation}
The program tests this closed form against the three-level matrix at very large $U$. Equality is approached only as $\theta_f\to\pi/2$, that is for $Q-\Delta\gg t_0$. For $Q\to0$ the two angles coincide and the spectrum is a single peak, whatever $w_1$ is.

When the two final-state levels are separated by much more than $t_0$, weak hybridisation removes the absolute error of the argument. If $t_0\ll|\Delta|$ as well, so that one configuration dominates the ground state, a relative error remains in the smaller of the two areas. For $0<\Delta<Q$ and $t_0\ll\Delta,\;Q-\Delta$, the cotangent relation gives $\theta_g\simeq t_0/\Delta$ and $\pi/2-\theta_f\simeq t_0/(Q-\Delta)$. Since $\cos(\theta_f-\theta_g)=\sin(\theta_g+\pi/2-\theta_f)$,
\begin{equation}
I_{\rm low}\simeq\Big(\frac{t_0}{\Delta}+\frac{t_0}{Q-\Delta}\Big)^2=w_1\Big(\frac{Q}{Q-\Delta}\Big)^2 .
\end{equation}
For a nearly trivalent ion, $\Delta<0$ and $t_0\ll|\Delta|$, one has $\pi/2-\theta_g\simeq t_0/|\Delta|$, $\pi/2-\theta_f\simeq t_0/(|\Delta|+Q)$ and $w_0\simeq t_0^2/\Delta^2$, so
\begin{equation}
I_{\rm top}=\sin^2(\theta_f-\theta_g)\simeq\Big(\frac{t_0}{|\Delta|}-\frac{t_0}{|\Delta|+Q}\Big)^2=w_0\Big(\frac{Q}{Q+|\Delta|}\Big)^2 .
\end{equation}
In this regime (two configurations, zero bandwidth, leading order in $t_0$) the $f^0$ area estimates $w_0$ with an error of about $2|\Delta|/Q$ relative to $w_0$ when $|\Delta|\ll Q$. Likewise, for $t_0\ll\Delta\ll Q$ the low area estimates $w_1$ with an error of about $2\Delta/Q$ relative to $w_1$. In these two regimes the argument comes close to the truth.

\section{An exact inequality for three configurations}

In the three-configuration model $I_{\rm low}>w_2$ for every $Q>0$, $V\neq0$, $\Delta$ and $U$. Let $a_n>0$ be the components of the low state, $\eta=E_g-E_{\rm low}$, and $t_{-1}=t_2=0$. Row $m$ of the two eigenvalue equations reads
\begin{align}
h_mc_m-t_{m-1}c_{m-1}-t_mc_{m+1}&=E_g\,c_m,\\
(h_m-Qm)a_m-t_{m-1}a_{m-1}-t_ma_{m+1}&=E_{\rm low}\,a_m .
\end{align}
Multiplying the first by $a_m$ and the second by $c_m$ and subtracting removes $h_m$:
\begin{equation}
Qm\,a_mc_m-t_{m-1}(c_{m-1}a_m-a_{m-1}c_m)+t_m(c_ma_{m+1}-a_mc_{m+1})=\eta\,a_mc_m .
\end{equation}
With $r_n=a_n/c_n$ and $W_m=t_m(c_ma_{m+1}-a_mc_{m+1})=t_mc_mc_{m+1}(r_{m+1}-r_m)$ this is
\begin{equation}
W_m-W_{m-1}=(\eta-Qm)\,a_mc_m,\qquad W_{-1}=W_2=0 .
\label{eq:W}
\end{equation}
Summing over $m=0,1,2$ gives $\eta\sum_ma_mc_m=Q\sum_mm\,a_mc_m$, so $\eta$ is an average of $0$, $Q$ and $2Q$ with positive weights, and $0<\eta<2Q$. The rows $m=0$ and $m=2$ then give $W_0=\eta\,a_0c_0>0$ and $W_1=(2Q-\eta)a_2c_2>0$, hence $r_0<r_1<r_2$. Normalisation of $a$ reads $\sum_nw_nr_n^2=1$, and the overlap is $\sqrt{I_{\rm low}}=\sum_na_nc_n=\sum_nw_nr_n$. Because $r_n^2<r_2r_n$ for $n=0,1$, one has $1<r_2\sqrt{I_{\rm low}}$, and with $a_2<1$
\begin{equation}
\sqrt{I_{\rm low}}>\frac1{r_2}=\frac{c_2}{a_2}>c_2 .
\label{eq:thm}
\end{equation}
The program asserts positivity, the identity (\ref{eq:W}), the ordering of the $r_n$ and $I_{\rm low}>w_2$ on 3000 random parameter sets, where the smallest margin is $6\times10^{-5}$. With the sign of $Q$ reversed the inequality fails in 339 of these sets, so the attraction is needed. The result contradicts the argument directly when $\varepsilon_2$ is the lowest diagonal energy, so that the low peak carries the label $f^2$; when $\varepsilon_1$ is lowest it remains true but compares unlike things. The proof uses the same $t_n$ in both Hamiltonians. No corresponding general statement is claimed for the mid and top peaks.

\section{Order of the effect in the final-state hybridisation}

The cause can be isolated by keeping $|g\rangle$ fixed and multiplying $H_{\rm hyb}$ in $H_f$ by $\lambda$. This is a diagnostic device, and the model itself is $\lambda=1$. Take $U>0$ and $Q>\Delta+U$, so that $\varepsilon_2<\varepsilon_1<\varepsilon_0$. At $\lambda=0$ the final states are the $|n\rangle$ and $(I_{\rm low},I_{\rm mid},I_{\rm top})=(w_2,w_1,w_0)$: the argument is exact for a final state without hybridisation. First-order perturbation theory adds to $|n\rangle$ the state $|m\rangle$ with coefficient $\lambda\langle m|H_{\rm hyb}|n\rangle/(\varepsilon_n-\varepsilon_m)$. With $x_0=t_0/(\varepsilon_0-\varepsilon_1)=t_0/(Q-\Delta)$ and $x_1=t_1/(\varepsilon_1-\varepsilon_2)=t_1/(Q-\Delta-U)$, both positive,
\begin{align}
|{\rm top}\rangle&=|0\rangle-\lambda x_0|1\rangle,\\
|{\rm mid}\rangle&=|1\rangle+\lambda x_0|0\rangle-\lambda x_1|2\rangle,\\
|{\rm low}\rangle&=|2\rangle+\lambda x_1|1\rangle ,
\end{align}
the sign being negative when the admixed level lies below (negative element over positive denominator) and positive when it lies above. Normalisation changes only at order $\lambda^2$. Squaring the overlaps $c_0-\lambda x_0c_1$, $c_1+\lambda x_0c_0-\lambda x_1c_2$ and $c_2+\lambda x_1c_1$ gives
\begin{equation}
\frac{dI_{\rm top}}{d\lambda}=-2x_0c_0c_1,\qquad
\frac{dI_{\rm mid}}{d\lambda}=2x_0c_0c_1-2x_1c_1c_2,\qquad
\frac{dI_{\rm low}}{d\lambda}=2x_1c_1c_2 \qquad(\lambda=0).
\label{eq:slopes}
\end{equation}
These terms are pure interference; the mixing part of (\ref{eq:split}) changes only at order $\lambda^2$. Weight moves one step down in binding energy across each coupling. At $\lambda=1$ and large $Q$ the small quantities are $x_0$ and $x_1$ themselves, so (\ref{eq:slopes}) also gives the leading deviations $I-w$, which vanish only as $1/Q$. The program tests (\ref{eq:slopes}) by finite differences in $\lambda$ and by the large-$Q$ limit.

The second-order term of the top peak is needed below. Row 2 of the eigenvalue equation, $(\varepsilon_2-E)a_2=\lambda t_1a_1$, with $E\simeq\varepsilon_0$ and $a_1=-\lambda x_0$ gives $a_2=\lambda^2y$, $y=t_1x_0/(\varepsilon_0-\varepsilon_2)$, and normalisation gives $a_0=1-\lambda^2x_0^2/2$. Squaring $a_0c_0+a_1c_1+a_2c_2$,
\begin{equation}
I_{\rm top}=w_0-2\lambda x_0c_0c_1+\lambda^2\big[x_0^2(w_1-w_0)+2y\,c_0c_2\big]+O(\lambda^3).
\label{eq:second}
\end{equation}

Hybridisation in the final state makes the peak areas differ in general from the ground-state occupations, with a leading change that is pure interference and linear in the final-state coupling. It remains to show what the spectrum's moments retain of the occupations, to work through the quoted spectrum, to test the truncation at two $4f$ electrons, and to state the changes required.

Numerical values quoted here were computed with a short program.
